# Substrate-induced gap reduction of a Keldysh-screened monolayer

## Problem

An insulating monolayer lies in the plane $z=0$, in vacuum. A substrate of relative permittivity $\varepsilon>1$ fills the half-space $z<-h$. The layer is a sheet of zero thickness with in-plane polarizability $\alpha$ (a length in atomic units), and its screening length is $r_0=2\pi\alpha$. Use atomic units in the algebra, and define

$$\beta=\frac{\varepsilon-1}{\varepsilon+1},\qquad \kappa=\frac{\varepsilon+1}{2}.$$

Assume that the substrate changes neither $\alpha$ nor the orbitals of the layer, and treat the change of the self-energy statically.

1. Find the screened interaction $W(q)$ in the layer and its change $\Delta W(q)$ relative to the free layer.
2. Express the gap reduction $R$ as an integral over $q$.
3. Evaluate $R$ for $h=0$ and for $r_0=0$.
4. For $h>0$, determine how $R$ depends on $r_0$, including its behaviour at small and large $r_0$.
5. Take $\varepsilon=4$ and $h=3$ Å. Evaluate $R$ for $r_0$ between 5 and 160 Å, and estimate the error made by idealizing the Bloch overlaps in part 2.

## Solution

### 1. The change of the screened interaction

Leave out the layer's polarization at first. A unit charge wave of in-plane wave number $q$ at $z=0$ produces the potential

$$\phi=\frac{2\pi}{q}\left[e^{-q|z|}+A\,e^{-q(z+2h)}\right]\ (z>-h),\qquad \phi=\frac{2\pi}{q}B\,e^{qz}\ (z<-h).$$

Continuity of $\phi$ at $z=-h$ gives $1+A=B$. Continuity of the normal displacement gives $1-A=\varepsilon B$. Eliminating $B$ yields $A=(1-\varepsilon)/(1+\varepsilon)=-\beta$, so in the plane $z=0$

$$v(q)=\frac{2\pi}{q}g(q),\qquad g(q)=1-\beta e^{-2qh}.$$

Now include the layer. The total potential $\phi$ induces the sheet polarization $\mathbf P=-\alpha\nabla\phi$, hence the charge density $-\nabla\cdot\mathbf P=\alpha\nabla^2\phi$, which is $-\alpha q^2\phi$ for a wave. This charge also acts through $v$, so $W=v(1-\alpha q^2W)$. With $\alpha q^2v=r_0qg$,

$$W(q)=\frac{v}{1+\alpha q^2v}=\frac{2\pi}{q}\,\frac{g}{1+r_0qg}.$$

The free layer has $g=1$. In the difference, the numerator over the common denominator is $g(1+r_0q)-(1+r_0qg)=g-1=-\beta e^{-2qh}$. Therefore

$$\Delta W(q)=-\frac{2\pi}{q}\,\frac{\beta e^{-2qh}}{(1+r_0q)(1+r_0qg)}.$$

It is negative: the substrate weakens the interaction. Its $1/q$ divergence at small $q$ is integrable in two dimensions.

### 2. The gap reduction

The static (COHSEX) self-energy consists of screened exchange with the occupied states and a local Coulomb-hole term. The bare interaction is unaffected by the substrate, so the change is

$$\Delta\Sigma(\mathbf r,\mathbf r')=-\sum_{j}^{\rm occ}\psi_j(\mathbf r)\psi_j^*(\mathbf r')\Delta W(\mathbf r,\mathbf r')+\tfrac12\delta(\mathbf r-\mathbf r')\Delta W(\mathbf r,\mathbf r).$$

Take its expectation value in the state of band $n$ at a band edge, and measure $\mathbf q$ from that edge. With one valence band,

$$\delta E_n=\int\!\frac{d^2q}{(2\pi)^2}\,\Delta W(q)\left[\tfrac12-|\langle n\mathbf 0|v\mathbf q\rangle|^2\right],$$

where the bracket contains the overlap of lattice-periodic parts. For small $q$ this overlap is close to 1 if $n$ is the valence band and close to 0 if $n$ is the conduction band. Setting it to these values gives

$$\delta E_v=-\tfrac12\int\!\frac{d^2q}{(2\pi)^2}\Delta W,\qquad \delta E_c=+\tfrac12\int\!\frac{d^2q}{(2\pi)^2}\Delta W.$$

Since $\Delta W<0$, the valence edge rises and the conduction edge falls by the same amount. The gap shrinks by $R=\delta E_v-\delta E_c$. With $d^2q=2\pi q\,dq$,

$$R=-\int\!\frac{d^2q}{(2\pi)^2}\Delta W=\int_0^\infty\!dq\,\frac{\beta e^{-2qh}}{(1+r_0q)(1+r_0qg)}.\tag{1}$$

The static treatment requires the polarization responsible for $\Delta W$ to be fast compared with the electronic energy differences involved. These differences include those between the edge state and the states at $\mathbf q$ in the same band, which vanish as $q\to0$ and grow with $q$. The ions of a polar substrate can therefore be fast at small $q$ and slow at large $q$; a single constant $\varepsilon$ does not describe that case, which is not treated here.

### 3. Two limits

**Contact, $h=0$.** Here $g=1-\beta=1/\kappa$ and $\beta=(\kappa-1)/\kappa$. With $x=r_0q$ the integrand splits into partial fractions:

$$\frac{\beta}{(1+x)(1+x/\kappa)}=\frac{\kappa-1}{(1+x)(\kappa+x)}=\frac1{1+x}-\frac1{\kappa+x}.$$

Its integral is $\left[\ln\frac{1+x}{\kappa+x}\right]_0^\infty=\ln\kappa$, so

$$R=\frac{\ln\kappa}{r_0}\qquad(h=0).$$

**No layer screening, $r_0=0$.** Then $R=\beta\int_0^\infty e^{-2qh}dq=\beta/(2h)$. A unit charge at height $h$ has image energy $-\beta/(4h)$. An added electron and an added hole each gain this energy, which accounts for the factor of two.

### 4. Dependence on the screening length

Let $h>0$. Because $g>0$, both denominators in (1) grow with $r_0$ at every $q>0$. Hence $R$ decreases with $r_0$, and $R<\beta/(2h)$ for $r_0>0$. Physically, a more polarizable layer already screens its own charges and leaves less for the substrate to do.

For the comparison with the contact law, set $x=r_0q$ and $s=h/r_0$:

$$R=\frac{F(s)}{r_0},\qquad F(s)=\int_0^\infty\!dx\,\frac{b}{(1+x)[1+x(1-b)]},\qquad b=\beta e^{-2xs}.$$

We have $\partial b/\partial s=-2xb$ and

$$\frac{\partial}{\partial b}\,\frac{b}{1+x(1-b)}=\frac{1+x(1-b)+xb}{[1+x(1-b)]^2}=\frac{1+x}{[1+x(1-b)]^2}.$$

The factor $1+x$ cancels, leaving

$$F'(s)=-\int_0^\infty\!dx\,\frac{2xb}{[1+x(1-b)]^2}<0.\tag{2}$$

Since $F(0)=\ln\kappa$, it follows that $R<\ln\kappa/r_0$. The local exponent is

$$p=-\frac{d\ln R}{d\ln r_0}=1-\frac{s|F'(s)|}{F(s)}<1,$$

and $p>0$ because $R$ decreases. The reduction thus falls more slowly than $1/r_0$.

**Small $r_0$.** To first order, $1/[(1+r_0q)(1+r_0qg)]\approx1-r_0q(1+g)=1-r_0q(2-\beta e^{-2qh})$. Using $\int_0^\infty q\,e^{-aq}dq=1/a^2$ with $a=2h$ and $a=4h$,

$$R\approx\frac{\beta}{2h}-\frac{2\beta r_0}{4h^2}+\frac{\beta^2r_0}{16h^2}=\frac{\beta}{2h}\left[1-\left(1-\frac\beta8\right)\frac{r_0}{h}\right].$$

**Large $r_0$.** Now $s\to0$. Split the integral in (2) at a point $X$ with $\kappa\ll X\ll1/(\kappa s)$, which is possible when $\kappa^2s\ll1$, and write $K=\beta\kappa^2=\kappa(\kappa-1)$.

Below $X$, $b\approx\beta$ and $1-b\approx1/\kappa+2\beta xs\approx1/\kappa$, because $\kappa sX\ll1$. With $y=x/\kappa$,

$$\int_0^X\!\frac{2\beta x\,dx}{(1+x/\kappa)^2}=2K\left[\ln(1+y)+\frac1{1+y}\right]_0^{X/\kappa}\approx2K\left[\ln\frac X\kappa-1\right].$$

Above $X$, the 1 in the denominator of (2) is negligible. With $u=2xs$ and $\beta e^{-u}/(1-\beta e^{-u})^2=\sum_{n\ge1}n\beta^ne^{-nu}$,

$$2\sum_{n\ge1} n\beta^n\!\int_{2sX}^\infty\!\frac{e^{-nu}}{u}du\approx2\sum_{n\ge1} n\beta^n[-\gamma-\ln(2nsX)]=2K[-\gamma-\ln(2sX)-L].$$

This uses the small-argument form $-\gamma-\ln z$ of the exponential integral, with Euler's constant $\gamma$; the weights $n\beta^n$ extend to $n$ of order $\kappa$, where $z=2nsX$ is still small. It also uses $\sum n\beta^n=\beta/(1-\beta)^2=K$ and the definition $L=K^{-1}\sum n\beta^n\ln n$. In the sum of the two parts $X$ cancels:

$$-F'(s)\approx2K\left[\ln\frac1{2\kappa s}-1-\gamma-L\right].$$

Integrating from 0 to $s$, the logarithm gives $s\ln[1/(2\kappa s)]+s$, and the extra $s$ cancels the $-1$:

$$F(s)\approx\ln\kappa-2\kappa(\kappa-1)\,s\left[\ln\frac1{2\kappa s}-\gamma-L\right].$$

The contact law is therefore approached slowly: the correction carries a logarithm and a prefactor that grows as $\kappa^2$.

### 5. Numbers

The parameters are round model values. They give $\beta=3/5=0.6$, $\kappa=5/2=2.5$ and $\ln\kappa=0.916$. An inverse length in Å$^{-1}$ becomes an energy on multiplication by $e^2/(4\pi\epsilon_0)=14.40$ eV Å.

At $r_0=0$ the reduction is $14.40\times0.6/(2\times3)=1.44$ eV. At $r_0=40$ Å the contact law gives $14.40\times0.916/40=0.33$ eV, whereas numerical integration of (1) gives $R=0.20$ eV, or 0.0073 hartree.

| $r_0$ (Å) | $R$ (eV) | $\ln\kappa/r_0$ (eV) | ratio |
|---:|---:|---:|---:|
| 5 | 0.69 | 2.6 | 0.26 |
| 10 | 0.49 | 1.3 | 0.37 |
| 20 | 0.32 | 0.66 | 0.49 |
| 40 | 0.20 | 0.33 | 0.60 |
| 80 | 0.12 | 0.16 | 0.71 |
| 160 | 0.066 | 0.082 | 0.80 |

The local exponent $p$ rises from 0.44 at 5 Å to 0.86 at 160 Å, so no single power law describes this range.

The integrand shows where the spacing acts. For $r_0=40$ Å and $q=1/r_0$, we have $2qh=0.15$, $\beta e^{-0.15}=0.516$ and $g=0.484$, so the integrand is $0.516/(2\times1.484)=0.174$. In contact it would be $1/2-1/3.5=0.214$. At $q=1/(2h)$ it is 0.0046, against $1/7.67-1/9.17=0.021$ in contact. The spacing removes a modest part near $1/r_0$ and most of the tail. Although $h/r_0$ is only 0.075, the factor $2\kappa(\kappa-1)s=7.5\times0.075=0.56$ is not small beside $\ln\kappa$, and $\kappa^2s=6.25\times0.075=0.47$ is not small compared with 1, so the large-$r_0$ expansion cannot be used here. The reduction $R$ reaches 90 percent of the contact value $\ln\kappa/r_0$ only beyond $r_0\approx530$ Å.

**Overlaps.** Model the band edge by $H=m\sigma_z+u(q_x\sigma_x+q_y\sigma_y)$, with half-gap $m=1$ eV and velocity $u=3$ eV Å. Here $r_0$ remains an independent parameter, not derived from these two bands. The eigenstates are spinors along or against the vector $(uq_x,uq_y,m)$, which is tilted from the $z$ axis by an angle $\theta$ with $\cos\theta=m/\sqrt{m^2+u^2q^2}$. Two spinors whose directions differ by $\theta$ have squared overlap $\cos^2(\theta/2)$, so

$$|\langle v\mathbf0|v\mathbf q\rangle|^2=\tfrac12(1+\cos\theta),\qquad|\langle c\mathbf0|v\mathbf q\rangle|^2=\tfrac12(1-\cos\theta).$$

The brackets in $\delta E_v$ and $\delta E_c$ become $-\frac12\cos\theta$ and $+\frac12\cos\theta$. The integrand of (1) is thus multiplied by $\cos\theta$.

For $r_0=40$ Å, half of the integral (1) comes from $q<0.018$ Å$^{-1}$, where $\cos\theta$ is at least 0.998. The edges move by $+0.099$ and $-0.099$ eV, and $R$ is 1.2 percent below its value with ideal overlaps. For $r_0=5$ Å it falls from 0.688 to 0.655 eV, a loss of about 5 percent. The loss is larger there because a small $r_0$ leaves more of the weight at large $q$. Indeed, the logarithmic derivative of the integrand with respect to $r_0$ is $-q/(1+r_0q)-qg/(1+r_0qg)$, which becomes more negative as $q$ grows.

In this model the overlaps matter much less than the spacing. The calculation leaves out the layer's thickness, departures from linear-$q$ screening, hybridization, charge transfer and strain. Departures from linear-$q$ screening act through large $q$, which the factor $e^{-2qh}$ cuts off near $1/(2h)$. Thickness is not suppressed in this way. A layer of thickness $d$ with out-of-plane permittivity $\varepsilon_z$ reduces the potential drop across its lower half by $\varepsilon_z$, so the spacing measured from its mid-plane shrinks to roughly $h-\frac d2(1-1/\varepsilon_z)$. This acts at the same order in $q$ as the spacing itself. For a dielectric slab with the in-plane polarizability of the $r_0=40$ Å sheet, $d=6$ Å, $\varepsilon_z=6$ and $h=3$ Å, $R$ is nearly 30 percent larger than for the sheet. For a real layer, $h$ in (1) is therefore an effective distance, not the geometric one. Both effects gain weight as $h$ shrinks. Their dependence on $r_0$ need not be monotonic: a departure from linear-$q$ screening enters only through the layer's own polarization, and its effect on $R$ vanishes as $r_0\to0$. The numerical check tests $W(q)$ and its integral against a numerical solution of Poisson's equation, and the edge shifts against diagonalized Dirac states.

## Calculated quantities

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
substrate permittivity eps = 4.0 (dimensionless)
beta = 0.600, kappa = 2.500, ln kappa = 0.9163
height h = 3.0 angstrom
Dirac half-gap = 1.0 eV, velocity = 3.0 eV angstrom
reduction at r0 = 0: 1.4400 eV
columns: r0 (angstrom) | reduction R (eV) | contact law (eV) | R/contact | local exponent | R with Dirac overlaps (eV)
   5.0 | 0.6882 | 2.6389 | 0.261 | 0.438 | 0.6551
  10.0 | 0.4887 | 1.3194 | 0.370 | 0.549 | 0.4729
  20.0 | 0.3225 | 0.6597 | 0.489 | 0.649 | 0.3160
  40.0 | 0.1995 | 0.3299 | 0.605 | 0.734 | 0.1972
  80.0 | 0.1170 | 0.1649 | 0.709 | 0.805 | 0.1162
 160.0 | 0.0656 | 0.0825 | 0.796 | 0.861 | 0.0654
reference case r0 = 40.0 angstrom:
  integrand at q = 0 = 0.0000 1/angstrom: 0.6000 (dimensionless)
  integrand at q = 1/r0 = 0.0250 1/angstrom: 0.1740 (dimensionless)
  integrand at q = 1/(2h) = 0.1667 1/angstrom: 0.0046 (dimensionless)
  half of the integral lies below q = 0.0184 1/angstrom
  Dirac factor at that q = 0.9985
  reduction, ideal overlaps = 0.1995 eV = 0.00733 hartree
  each edge moves by 0.0998 eV with ideal overlaps
  valence edge shift, Dirac states = +0.0986 eV
  conduction edge shift, Dirac states = -0.0986 eV
  loss of reduction from overlaps = 1.18 percent
contact law within 10 percent of ln(kappa)/r0 beyond r0 = 534 angstrom
Poisson-solver integral / formula (h=1, r0=4, eps=4) = 1.000002
```
